# Pull-off force of a small sphere from a compliant surface

## Problem

A smooth, stiff probe with a spherical tip of radius $R=1000$ nm touches a thick, flat layer of hard polyurethane elastomer, a material type used for stamps that pick up and place chips. The layer has, roughly, Young's modulus $E=0.10$ GPa and Poisson ratio $\nu=0.49$. Separating a unit area of the joined surfaces costs the work of adhesion $w=0.1$ J/m². The contact is dry and frictionless, and nothing is lost while its edge moves slowly. Show that the force needed to pull the probe off is about 0.47 µN.

Lengths are in nm, forces in nN and moduli in GPa. In these units 1 GPa = 1 nN/nm² and 1 J/m² = 1 nN/nm. The algebra contains no $\hbar$, electron charge or electron mass, so it reads the same in atomic units.

## A tempting solution

Let $\sigma(h)$ be the attractive force per area between two surfaces a distance $h$ apart. It vanishes at the equilibrium distance $z_0$, is attractive beyond it and repulsive below it. The work of adhesion is

$$w=\int_{z_0}^{\infty}\sigma(h)\,dh .$$

Near its lowest point the sphere is a paraboloid, so at distance $r$ from the axis the gap is $h=D+r^2/(2R)$, where $D$ is the gap on the axis. Then $r\,dr=R\,dh$, and the total attraction is

$$F(D)=\int_0^\infty\sigma(h)\,2\pi r\,dr=2\pi R\int_D^\infty\sigma(h)\,dh .$$

This is largest at $D=z_0$, because a smaller $D$ adds repulsion and a larger $D$ leaves out attraction. The pull-off force would be

$$F=2\pi wR=2\pi(0.1)(1000)=628\ \text{nN}.$$

That is 0.63 µN, one third more than the stated value.

## Where it fails

The integral is right for the gap that was put in. The fault is the gap itself: it is that of two undeformed bodies.

Take a rough attraction range $z_0=0.3$ nm. The traction is then of order $w/z_0=0.33$ GPa. It acts where the gap is within about $z_0$ of its minimum, out to $r\approx\sqrt{2Rz_0}=24$ nm. A traction $\sigma$ on a patch of radius $r$ moves an elastic surface by about $\sigma r/E^*$, where

$$\frac1{E^*}=\frac{1-\nu^2}{E},\qquad E^*=\frac{0.10}{1-0.49^2}=0.132\ \text{GPa}.$$

This estimate gives a movement of order 60 nm, some two hundred times the range of the attraction. The surface cannot keep the assumed shape, so its deformation must be part of the calculation.

## Right solution

The opposite limit is now appropriate. The attraction has negligible range, so it enters only as an energy $-w$ per area of contact. The contact is a disc of radius $a\ll R$, and the layer is linearly elastic and much thicker than $a$. This is the Johnson–Kendall–Roberts (JKR) model. The load $P$ is positive for a push, and the approach $\delta$ is positive when the probe moves into the layer.

### Response of the surface

Let the layer fill $z>0$ and carry the surface pressure $p\cos kx$. In plane strain the stresses follow from a function $\phi$ through $\sigma_{zz}=\phi_{xx}$, $\sigma_{xx}=\phi_{zz}$ and $\sigma_{xz}=-\phi_{xz}$. These satisfy force balance identically; compatible strains also require $\nabla^4\phi=0$. Take

$$\phi=\frac{p}{k^2}(1+kz)e^{-kz}\cos kx .$$

Differentiation gives

$$\sigma_{zz}=-p(1+kz)e^{-kz}\cos kx,\qquad \sigma_{xx}=-p(1-kz)e^{-kz}\cos kx,$$

and $\sigma_{xz}=-pkz\,e^{-kz}\sin kx$. The shear vanishes at $z=0$, as a frictionless surface requires. The sum $\nabla^2\phi=-2pe^{-kz}\cos kx$ is harmonic, so $\nabla^4\phi=0$ holds.

Zero strain along $y$ means $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$, and Hooke's law becomes $\varepsilon_{zz}=[(1-\nu^2)\sigma_{zz}-\nu(1+\nu)\sigma_{xx}]/E$. The inward surface displacement is $u=-\int_0^\infty\varepsilon_{zz}\,dz$. Since $\int_0^\infty(1+kz)e^{-kz}dz=2/k$ and $\int_0^\infty(1-kz)e^{-kz}dz=0$,

$$u=\frac{2p}{E^*k}\cos kx .$$

Each pressure wave is thus multiplied by $2/(E^*k)$, whatever its direction in the surface.

### A flat punch

Consider the pressure $p(r)=E^*\delta/(\pi\sqrt{a^2-r^2})$ on a disc of radius $a$. Its plane Fourier transform is

$$\hat p(k)=2\pi\int_0^a p(r)J_0(kr)\,r\,dr=2E^*\delta\,\frac{\sin ka}{k}.$$

To see this, expand $J_0(kr)=\sum_n(-1)^n(kr/2)^{2n}/(n!)^2$ and use $\int_0^a r^{2n+1}(a^2-r^2)^{-1/2}dr=a^{2n+1}(2^nn!)^2/(2n+1)!$. The result is the sine series. Multiplying by $2/(E^*k)$ and transforming back,

$$u(r)=\frac1{2\pi}\int_0^\infty\frac{2\hat p(k)}{E^*k}J_0(kr)\,k\,dk=\frac{2\delta}{\pi}I,\qquad I=\int_0^\infty\frac{\sin ka}{k}J_0(kr)\,dk .$$

For $I$, note that $J_0(kr)=\frac2\pi\int_0^r\cos(kt)\,(r^2-t^2)^{-1/2}dt$ is a cosine transform. Its inverse gives $dI/da=\int_0^\infty\cos(ka)J_0(kr)\,dk$, which equals $(r^2-a^2)^{-1/2}$ for $a<r$ and zero for $a>r$. Since $I=0$ at $a=0$,

$$u=\delta\quad(r<a),\qquad u=\frac{2\delta}{\pi}\arcsin\frac ar\quad(r>a).$$

This pressure therefore lowers the disc uniformly, as a flat punch does. The load is $\hat p(0)=2E^*a\delta$.

### The sphere without adhesion

Press the sphere in as a sequence of small punch steps. When the contact radius is $s$, add a step $d\delta=(2s/R)\,ds$. A point at $r<a$ lies outside the early punches and inside the later ones, so

$$u(r)=\int_r^a\frac{2s}{R}ds+\frac2\pi\int_0^r\frac{2s}{R}\arcsin\frac sr\,ds=\frac{a^2-r^2}{R}+\frac{r^2}{2R}=\frac{a^2}{R}-\frac{r^2}{2R}.$$

The second integral uses $\int_0^1t\arcsin t\,dt=\pi/8$. This is the shape of a sphere pushed in by $\delta_H=a^2/R$. The load and the stored energy are

$$P_H=\int_0^a2E^*s\,\frac{2s}{R}ds=\frac{4E^*a^3}{3R},\qquad U_H=\int P\,d\delta=\int_0^a\frac{4E^*s^3}{3R}\frac{2s}{R}ds=\frac{8E^*a^5}{15R^2}.$$

The pressures add up to $2E^*\sqrt{a^2-r^2}/(\pi R)$, which vanishes at the edge.

### Pulling back with the contact held

Now hold $a$ fixed and raise the probe by $\Delta=a^2/R-\delta$. This adds a flat punch of displacement $-\Delta$, so

$$P=P_H-2E^*a\Delta .$$

The work done by this force while the probe rises changes the stored energy to

$$U=U_H-\int_0^\Delta(P_H-2E^*a\Delta')\,d\Delta'=U_H-P_H\Delta+E^*a\Delta^2 .$$

Let the contact radius change at fixed $\delta$, so that the outside force does no work. Then $\partial\Delta/\partial a=2a/R$, and

$$\frac{\partial U}{\partial a}=\frac{8E^*a^4}{3R^2}-\frac{4E^*a^2}{R}\Delta-\frac{4E^*a^3}{3R}\frac{2a}{R}+E^*\Delta^2+2E^*a\Delta\frac{2a}{R}=E^*\Delta^2 .$$

The first and third terms cancel, as do the second and fifth.

### Energy balance and pull-off

The total energy is $U-\pi a^2w$. It is stationary when

$$E^*\Delta^2=2\pi aw,\qquad \Delta=\sqrt{\frac{2\pi aw}{E^*}} .$$

The root is positive because a negative $\Delta$ would make the surfaces overlap just outside the contact. Inserting it in the load gives

$$P(a)=\frac{4E^*a^3}{3R}-\sqrt{8\pi wE^*a^3}.$$

With $x=a^{3/2}$ this is the parabola $P=\alpha x^2-\beta x$, where $\alpha=4E^*/(3R)$ and $\beta=\sqrt{8\pi wE^*}$. Its minimum lies at $x_c=\beta/(2\alpha)$, and the largest tensile force is

$$F=\frac{\beta^2}{4\alpha}=8\pi wE^*\,\frac{3R}{16E^*}=\frac32\pi wR .$$

For the given probe,

$$F=1.5\,\pi\,(0.1)(1000)=471\ \text{nN}=0.47\ \text{µN},$$

or 294 eV/Å. This is the value to be shown.

### Does the contact really let go there?

At fixed load the energy also includes $-P\delta$. Since $\delta$ adjusts to make this energy stationary, its derivative with respect to $a$ is still $E^*\Delta^2-2\pi aw$, now with $\Delta=(P_H-P)/(2E^*a)$. Writing $P_{\rm eq}(a)$ for the equilibrium load found above,

$$E^*\Delta^2-2\pi aw=\frac{[P_{\rm eq}(a)-P]\,[P_H-P+\beta x]}{4E^*a^2}.$$

For a tensile load the second bracket is positive. Equilibrium is stable where $P_{\rm eq}$ rises with $a$, that is, for $a>a_c$. If the pull exceeds $F$, the first bracket is positive at every $a$: shrinking always lowers the energy, and the contact is lost.

If the displacement is controlled instead, the same argument gives stability where $\delta=a^2/R-\sqrt{2\pi aw/E^*}$ rises with $a$. The limit is at $a^{3/2}=(R/4)\sqrt{2\pi w/E^*}$, which is $x_c/3$. The pull there is $F(2/3-1/9)=5F/9$, about 262 nN. The probe has already passed the maximum $F$, so the peak force is the same in both experiments, although the force at the final jump is not.

## Reading the numbers

The stiffness cancels from $F$ but sets the size of the contact. From $x_c^2=a_c^3$,

$$a_c^3=\frac{\beta^2}{4\alpha^2}=\frac{9\pi wR^2}{8E^*}=\frac{9\pi(0.1)(1000)^2}{8(0.1316)}\ \text{nm}^3,\qquad a_c=139\ \text{nm}.$$

At zero load $x=\beta/\alpha=2x_c$, so $a_0=4^{1/3}a_c=221$ nm. Adhesion alone holds a contact of this radius. Substituting $2\pi w/E^*=16a_c^3/(9R^2)$ in the formula for $\Delta$ gives, at pull-off,

$$\Delta_c=\frac{4a_c^2}{3R}=25.8\ \text{nm},\qquad \delta_c=\frac{a_c^2}{R}-\Delta_c=-\frac{a_c^2}{3R}=-6.4\ \text{nm}.$$

The negative approach means that the elastomer is drawn up above its original level.

The pressure at pull-off shows how the load is shared:

$$p(r)=\frac{2E^*}{\pi R}\sqrt{a_c^2-r^2}-\frac{E^*\Delta_c}{\pi\sqrt{a_c^2-r^2}} .$$

It changes sign where $a_c^2-r^2=R\Delta_c/2=2a_c^2/3$, at $r=a_c/\sqrt3$. Inside this radius the surfaces still push on each other, even as the probe comes off. The tension sits in the outer ring, and the contact opens from its edge.

As a test, the contact was also solved numerically with the pressure divided among 400 rings. The energy was differentiated numerically and the largest pull searched for, without the closed formulas for $P$ or $F$. This gave 471.2 nN at a contact radius of 139.0 nm, in agreement with the result above.

## When the other answer is nearer: germanium

The factor $3/2$ requires $\Delta_c\gg z_0$: the surface must stretch much farther than the attraction reaches. For the elastomer $\Delta_c/z_0=86$. Since $\Delta_c\propto a_c^2\propto (E^*)^{-2/3}$ at fixed $R$ and $w$, a stiff material can break the condition.

Take a germanium sphere on germanium with the same $R$, $w$ and $z_0$, and rough isotropic values $E=130$ GPa and $\nu=0.20$. This $w$ stands for weakly bonded surfaces; chemically bonded ones have a much larger $w$, and since $\Delta_c\propto w^{2/3}$ they lie closer to the JKR limit. Both bodies deform, so their compliances add:

$$E^*=\frac{E}{2(1-\nu^2)}=67.7\ \text{GPa}.$$

The JKR formulas would give $a_c=17.3$ nm and $\Delta_c=0.40$ nm, only 1.3 times $z_0$. Their premise has failed.

A calculation for this case must find the gap and the deformation together. With the model traction

$$\sigma(h)=\frac{8w}{3z_0}\left[\left(\frac{z_0}{h}\right)^3-\left(\frac{z_0}{h}\right)^9\right],$$

whose integral from $z_0$ to infinity is $w$, the numerical pull-off force is 569 nN. The JKR value is 17 % below this. Another law with the same $w$ and a similar peak traction can change the numerical value by several per cent. Halving $E^*$ with all else fixed lowers the force to 544 nN, towards the JKR value; making the bodies nearly rigid raises it to 628 nN, the tempting answer. That answer therefore belongs to a real limit, but not to the elastomer. Young's modulus of germanium varies with crystal direction by a factor of about 1.5, but the contact averages over directions. With rough cubic constants $C_{11}=128.5$, $C_{12}=48.3$ and $C_{44}=66.8$ GPa, the effective $E^*$ lies between 66 and 71 GPa for the (100), (110) and (111) faces, and the force between 568 and 571 nN. Anisotropy matters by well under one per cent here.

## How far to trust 0.47 µN

Most of the neglected effects listed here are small for the elastomer:

- The true spherical profile, in place of the paraboloid, lowers the force by 0.8 % if $w$ is still counted on the projected area $\pi a^2$; counting it on the curved cap area instead gives a net rise of 0.2 %. The geometric correction is thus below 1 %, with no definite sign. This is still linear elasticity; with $a_c/R=0.14$, corrections for finite strain were not computed.
- A silica probe, with rough values $E=70$ GPa and $\nu=0.17$, supplies 0.2 % of the total compliance. In the JKR limit this alters the contact radius but not $F$.
- The probe sphere weighs about $10^{-4}$ nN.
- At a small distance $d$ inside the edge the tension is $\sqrt{wE^*/(\pi d)}$. It reaches $E^*$ at $d=w/(\pi E^*)$, so strains of order one are confined to a zone of about $w/E^*=0.76$ nm, or 0.5 % of $a_c$. Moderate strains reach farther: by the full pressure formula above, the tension is still a tenth of $E^*$ about 13 nm inside the edge. The effect of nonlinear elasticity in this wider ring was not computed.

Humidity is different. Suppose water wets both surfaces fully and fills the gap out to a small height $H\ll R$. The wet area is $\pi r^2=2\pi RH$, and the curved water surface, of radius $H/2$, lowers the pressure by $2\gamma/H$. For a rigid sphere touching a flat, the attraction is

$$F_{\rm water}=2\pi RH\,\frac{2\gamma}{H}=4\pi R\gamma\approx905\ \text{nN}$$

for a rough surface tension $\gamma=0.072$ J/m². Polyurethane is not fully wetted, and water also changes $w$, so this number is neither a prediction nor a term to be added to $F$. It shows that the word "dry" in the problem is essential.

For real stamps, $w=0.1$ J/m² is a plausible but rather high value for contact without chemical bonding. Real stamps can also break the assumption of no loss. An elastomer dissipates energy near the moving edge, which raises the effective $w$ with pulling speed. If the bulk still responds elastically, $F$ rises in proportion: twice the effective $w$ gives 942 nN. Roughness usually acts the other way, by reducing the true contact. Many silicone stamps are also much softer. With $E^*$ fifty times lower, and $R$ and $w$ unchanged, the formula gives $a_c\approx510$ nm, half the probe radius, and the small-contact assumption fails. For this probe and this $w$, the JKR result thus needs a layer soft enough that $\Delta_c\gg z_0$, yet stiff enough that $a_c\ll R$.

## Table of computed values

```
probe radius R: 1000 nm
work of adhesion w: 0.1 J/m^2
JKR pull-off force: 471.2 nN
  the same: 0.471 micronewton
  the same: 294 eV/angstrom
pull-off, numerical energy balance: 471.2 nN
rigid-sphere pull-off 2 pi w R: 628.3 nN
-- elastomer layer, rough values --
Young's modulus: 0.10 GPa
Poisson ratio: 0.49
contact modulus E*, rigid probe: 0.1316 GPa
contact radius at zero load: 220.7 nm
  numerical: 220.7 nm
contact radius at pull-off: 139.0 nm
  numerical: 139.0 nm
ratio a/R at pull-off: 0.139
approach delta at pull-off: -6.44 nm
  numerical: -6.44 nm
retraction Delta at pull-off: 25.76 nm
attraction range z0, rough: 0.3 nm
ratio Delta/z0: 86
force ratio at fixed-displacement loss: 0.556
  predicted 5/9: 0.556
-- neglected effects --
true spherical shape changes force by: -0.77 %
probe Young's modulus, rough: 70 GPa
probe Poisson ratio, rough: 0.17
probe share of total compliance: 0.18 %
edge zone w/E*: 0.76 nm
probe density, rough: 2200 kg/m^3
probe weight: 9.0e-05 nN
water surface tension, rough: 0.072 J/m^2
water meniscus force, full wetting: 905 nN
-- Ge on Ge, same R and w, rough values --
Young's modulus: 130 GPa
Poisson ratio: 0.20
contact modulus E*: 67.7 GPa
JKR contact radius at pull-off: 17.3 nm
JKR retraction Delta: 0.40 nm
ratio Delta/z0: 1.34
finite-range pull-off, Ge: 569 nN
finite-range pull-off, half stiffness: 544 nN
finite-range pull-off, nearly rigid: 628 nN
```
